# Fastest Spinodal Wavelength in Linear Cahn–Hilliard Theory: Two Derivations: verification in Python

```python
# Result under test: for conserved Cahn-Hilliard dynamics
#   dc/dt = div( M(c) grad mu ),  mu = dF/dc,
#   F = integral of f(c) + (kappa/2)|grad c|^2 + Y eta^2 (c-c0)^2,
# a uniform alloy with g = f''(c0) + 2 eta^2 Y < 0 is unstable for wavelengths
# above lambda_c = 2 pi sqrt(kappa/|g|); the fastest growing wavelength is
# sqrt(2) lambda_c and its amplitude growth rate is M g^2/(4 kappa).
# c: atomic fraction; f: free energy density; kappa: gradient coefficient;
# M: mobility; eta: lattice strain per unit composition; Y = E/(1-nu).
# Units: nm, eV, s, K. Material inputs are rough values in the Fe-Cr regime.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

kB = constants.k / constants.e
GPA = 1e9 * 1e-27 / constants.e          # one GPa in eV/nm^3
T, T_crit, T_solution = 773.0, 900.0, 1300.0
c_mean, a = 0.5, 0.287
eta, young, poisson = 0.006, 210.0, 0.3
D, Q, cooling_rate = 1e-5, 2.9, 10.0     # nm^2/s, eV, K/s

v = a**3 / 2                             # bcc volume per atom
Omega = 2 * kB * T_crit                  # regular-solution energy per atom
kappa = Omega / (2 * a)
Y = young / (1 - poisson) * GPA
elastic = 2 * eta**2 * Y


def chemical_curvature(c, temp):
    return (kB * temp / (c * (1 - c)) - 2 * Omega) / v


def mobility(c):
    return D * c * (1 - c) * v / (kB * T)


def derivative(u, length):
    k = 2 * np.pi * np.fft.fftfreq(u.size, length / u.size)
    return np.fft.ifft(1j * k * np.fft.fft(u)).real


def potential(c, length, c0):
    curvature = derivative(derivative(c, length), length)
    return ((kB * T * np.log(c / (1 - c)) + Omega * (1 - 2 * c)) / v
            + elastic * (c - c0) - kappa * curvature)


def mean_energy(c, length, c0):
    mixing = kB * T * (c * np.log(c) + (1 - c) * np.log(1 - c))
    return np.mean((mixing + Omega * c * (1 - c)) / v
                   + Y * eta**2 * (c - c0)**2
                   + kappa / 2 * derivative(c, length)**2)


def rate_of_change(c, length, c0):
    flux = -mobility(c) * derivative(potential(c, length, c0), length)
    return -derivative(flux, length)


# The chemical potential against finite differences of the energy.
length = 5.0
angle = 2 * np.pi * np.arange(65) / 65
profile = 0.45 + 0.08 * np.cos(angle) + 0.03 * np.sin(2 * angle)
trial = np.sin(angle) + 0.7 * np.cos(2 * angle) + 0.2
step = 1e-5
slope = (mean_energy(profile + step * trial, length, 0.45)
         - mean_energy(profile - step * trial, length, 0.45)) / (2 * step)
expected = np.mean(potential(profile, length, 0.45) * trial)
assert abs(slope - expected) < 1e-6 * max(1, abs(expected))
change = rate_of_change(profile, length, 0.45)
assert abs(change.mean()) < 1e-10 * np.abs(change).max()

# Elastic energy of a plane wave: in-plane strain fixed, normal strain relaxed.
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson)) * GPA
shear = young / (2 * (1 + poisson)) * GPA


def strain_energy(normal):               # per (eta * composition change)^2
    return (lame / 2 * (normal - 2)**2 + shear * (normal**2 + 2))


relaxed = minimize_scalar(strain_energy).fun
assert abs(relaxed / Y - 1) < 1e-8

# Gradient coefficient from explicit bcc neighbour-pair energies.
signs = np.array([[i, j, k] for i in (-1, 1) for j in (-1, 1) for k in (-1, 1)])
neighbours = signs * a / 2


def pair_gradient_kernel(wavevector):
    amplitude = 0.1
    phase = 2 * np.pi * np.arange(16) / 16
    here = c_mean + amplitude * np.cos(phase)
    energy = 0.0
    for bond in neighbours:
        there = c_mean + amplitude * np.cos(phase + wavevector @ bond)
        unlike = here * (1 - there) + there * (1 - here)
        energy += Omega / 16 * np.mean(unlike)
    excess = energy - Omega * c_mean * (1 - c_mean)
    return 4 * excess / amplitude**2 / v + 2 * Omega / v


for direction in ([1, 0, 0], [1, 1, 0.3], [1, 1, 1]):
    q = 0.2 * np.array(direction) / np.linalg.norm(direction)
    assert abs(pair_gradient_kernel(q) / (kappa * (q @ q)) - 1) < 1e-3


# Growth measured from the full nonlinear equation, then searched numerically.
def measured_growth(wavelength, c0):
    wave = np.cos(2 * np.pi * np.arange(15) / 15)
    size = 1e-4
    plus = rate_of_change(c0 + size * wave, wavelength, c0)
    minus = rate_of_change(c0 - size * wave, wavelength, c0)
    return np.mean((plus - minus) * wave) / size


def search(growth):
    boundary = brentq(growth, 0.8, 3.0, xtol=1e-10)
    best = minimize_scalar(lambda w: -growth(w), bounds=(1.0, 10.0),
                           method="bounded", options={"xatol": 1e-8})
    return boundary, best.x, -best.fun


for c0 in (0.5, 0.4):
    curvature = chemical_curvature(c0, T) + elastic
    boundary, fastest, rate = search(lambda w: measured_growth(w, c0))
    formula_boundary = 2 * np.pi * np.sqrt(kappa / -curvature)
    assert abs(boundary / formula_boundary - 1) < 1e-5
    assert abs(fastest / boundary - np.sqrt(2)) < 2e-4
    assert abs(rate / (mobility(c0) * curvature**2 / (4 * kappa)) - 1) < 1e-5
    if c0 == c_mean:
        found_ratio = fastest / boundary
    else:
        off_ratio = fastest / boundary

f2 = chemical_curvature(c_mean, T)
g = f2 + elastic
M = mobility(c_mean)
k_c = np.sqrt(-g / kappa)
k_m = k_c / np.sqrt(2)
lam_c, lam_m = 2 * np.pi / k_c, 2 * np.pi / k_m
R_m = M * g**2 / (4 * kappa)
tau = 1 / R_m


def growth_rate(k):
    return -M * k**2 * (g + kappa * k**2)


for wavelength in (0.9 * lam_c, 1.2 * lam_c, 2 * lam_m):
    difference = measured_growth(wavelength, c_mean) - growth_rate(2 * np.pi / wavelength)
    assert abs(difference) < 1e-5 * R_m

# Which mode wins when all start with equal amplitude?
points, box, scale = 129, 20 * lam_m, 1e-8
x = box * np.arange(points) / points
rng = np.random.default_rng(4)
start = sum(np.cos(2 * np.pi * n * x / box + rng.uniform(0, 2 * np.pi))
            for n in range(1, 61))


def scaled_rate(time, u):
    return rate_of_change(c_mean + scale * u, box, c_mean) * tau / scale


run = solve_ivp(scaled_rate, (0, 10), start, rtol=1e-6, atol=1e-6)
assert run.success
before = np.abs(np.fft.rfft(start))
after = np.abs(np.fft.rfft(run.y[:, -1]))
winner = 1 + int(np.argmax(after[1:]))
log_gain = np.log(after[20] / before[20])
assert winner == 20
assert abs(log_gain - 10) < 0.01

# Lattice discreteness: neighbour sums replace k^2 in energy and diffusion.
lattice = {}
for name, direction in (("100", [1, 0, 0]), ("110", [1, 1, 0]), ("111", [1, 1, 1])):
    unit = np.array(direction) / np.linalg.norm(direction)

    def lattice_growth(wavelength, unit=unit):
        q = 2 * np.pi / wavelength * unit
        K = np.sum(1 - np.cos(neighbours @ q)) / a**2
        return -M * K * (g + pair_gradient_kernel(q))

    lattice[name] = search(lattice_growth)[:2]
    assert abs(lattice[name][1] / lattice[name][0] / np.sqrt(2) - 1) < 0.05

# Thermal noise, starting from the equilibrium fluctuations of a hot solution.
g_hot = chemical_curvature(c_mean, T_solution) + elastic
assert g_hot > 0


def structure_factor(k, time):
    exponent = 2 * growth_rate(k) * time
    safe = np.where(np.abs(exponent) < 1e-12, 1.0, exponent)
    factor = np.where(np.abs(exponent) < 1e-12, 1.0, np.expm1(safe) / safe)
    initial = kB * T_solution / (g_hot + kappa * k**2)
    return initial * np.exp(exponent) + 2 * M * kB * T * k**2 * time * factor


k_test, steps = 0.6 * k_c, 20000
dt = 2 * tau / steps
variance = float(structure_factor(k_test, 0.0))
for _ in range(steps):                   # variance of explicit Langevin steps
    variance = variance * (1 + growth_rate(k_test) * dt)**2 + 2 * M * kB * T * k_test**2 * dt
assert abs(variance / structure_factor(k_test, 2 * tau) - 1) < 1e-3
k_stable = 1.5 * k_c
equilibrium = kB * T / (g + kappa * k_stable**2)
assert abs(structure_factor(k_stable, 20 * tau) / equilibrium - 1) < 1e-6

k_grid = np.linspace(1e-3, 4, 8001) * k_c
k_band = np.linspace(0, 1, 2001) * k_c


def peak_wavelength(time):
    return 2 * np.pi / k_grid[np.argmax(structure_factor(k_grid, time))]


def band_rms(time):
    return np.sqrt(trapezoid(k_band**2 * structure_factor(k_band, time), k_band)
                   / (2 * np.pi**2))


c_spinodal = brentq(lambda c: chemical_curvature(c, T) + elastic, 0.05, 0.5)
half_width = c_mean - c_spinodal
assert band_rms(0.0) < half_width
t_linear = brentq(lambda t: band_rms(t) - half_width, 0, 5 * tau)
peak_end, peak_5, peak_20 = [peak_wavelength(t) for t in (t_linear, 5 * tau, 20 * tau)]
assert abs(peak_20 / lam_m - 1) < abs(peak_5 / lam_m - 1)
assert abs(peak_20 / lam_m - 1) < 0.02

# Growth of the fastest mode accumulated while cooling to the ageing temperature.
T_spinodal = (2 * Omega - elastic * v) * c_mean * (1 - c_mean) / kB


def fastest_rate_at(temp):
    diffusivity = D * np.exp(-Q / kB * (1 / temp - 1 / T))
    mob = diffusivity * c_mean * (1 - c_mean) * v / (kB * temp)
    return mob * (chemical_curvature(c_mean, temp) + elastic)**2 / (4 * kappa)


cooling_growth = quad(fastest_rate_at, T, T_spinodal)[0] / cooling_rate
lam_no_strain = 2 * np.pi * np.sqrt(2 * kappa / -f2)
g_warm = chemical_curvature(c_mean, T + 10) + elastic
lam_warm = 2 * np.pi * np.sqrt(2 * kappa / -g_warm)

print(f"input mean Cr fraction: {c_mean:.2f}")
print(f"input ageing temperature: {T:.0f} K")
print(f"input critical temperature: {T_crit:.0f} K")
print(f"input lattice parameter: {a:.3f} nm")
print(f"input strain per unit composition: {eta:.3f}")
print(f"input Young modulus: {young:.0f} GPa; Poisson ratio: {poisson:.2f}")
print(f"input diffusivity at ageing temperature: {D:.1e} nm^2/s")
print(f"thermal energy kB T: {kB*T:.5f} eV")
print(f"volume per atom: {v:.5f} nm^3")
print(f"regular-solution energy Omega: {Omega:.4f} eV")
print(f"gradient coefficient kappa: {kappa:.4f} eV/nm")
print(f"biaxial modulus Y: {Y:.1f} eV/nm^3")
print(f"chemical curvature f'': {f2:.4f} eV/nm^3")
print(f"coherency term 2 eta^2 Y: {elastic:.4f} eV/nm^3")
print(f"total curvature g: {g:.4f} eV/nm^3")
print(f"mobility M: {M:.4e} nm^5/(eV s)")
print(f"boundary wavenumber k_c: {k_c:.4f} 1/nm")
print(f"fastest wavenumber k_m: {k_m:.4f} 1/nm")
print(f"boundary wavelength: {lam_c:.4f} nm")
print(f"fastest wavelength: {lam_m:.4f} nm")
print(f"fastest growth rate: {R_m:.4e} 1/s")
print(f"amplitude e-folding time: {tau/3600:.2f} h")
print(f"measured wavelength ratio, c0=0.5: {found_ratio:.5f}")
print(f"measured wavelength ratio, c0=0.4: {off_ratio:.5f}")
print(f"square root of two: {np.sqrt(2):.5f}")
for label, wavelength in (("0.9 lambda_c", 0.9*lam_c), ("1.2 lambda_c", 1.2*lam_c),
                          ("2 lambda_m", 2*lam_m)):
    print(f"relative growth R/R_m at {label}: {measured_growth(wavelength, c_mean)/R_m:.4f}")
print(f"time run: winning mode number in box of 20 lambda_m: {winner}")
print(f"time run: log amplitude gain after 10 e-folding times: {log_gain:.4f}")
print(f"fastest wavelength without coherency strain: {lam_no_strain:.4f} nm")
print(f"fastest wavelength if 10 K hotter: {lam_warm:.4f} nm")
for name, (edge, best) in lattice.items():
    print(f"lattice <{name}>: boundary {edge:.4f} nm, fastest {best:.4f} nm, ratio {best/edge:.4f}")
print(f"coherent spinodal temperature: {T_spinodal:.1f} K")
print(f"input cooling rate: {cooling_rate:.0f} K/s; activation energy: {Q:.1f} eV")
print(f"log amplitude growth bound during cooling: {cooling_growth:.2e}")
print(f"input solution temperature: {T_solution:.0f} K")
print(f"distance to coherent spinodal in composition: {half_width:.4f}")
print(f"initial rms fluctuation in unstable band: {band_rms(0.0):.4f}")
print(f"linear regime ends near: {t_linear/tau:.3f} e-folding times")
print(f"linear regime ends near: {t_linear/3600:.2f} h")
print(f"noisy peak wavelength at that time: {peak_end:.3f} nm")
print(f"noisy linear peak after 5 e-folding times: {peak_5:.3f} nm")
print(f"noisy linear peak after 20 e-folding times: {peak_20:.3f} nm")
print("done: every assertion held")
```

It prints:

```
input mean Cr fraction: 0.50
input ageing temperature: 773 K
input critical temperature: 900 K
input lattice parameter: 0.287 nm
input strain per unit composition: 0.006
input Young modulus: 210 GPa; Poisson ratio: 0.30
input diffusivity at ageing temperature: 1.0e-05 nm^2/s
thermal energy kB T: 0.06661 eV
volume per atom: 0.01182 nm^3
regular-solution energy Omega: 0.1551 eV
gradient coefficient kappa: 0.2702 eV/nm
biaxial modulus Y: 1872.5 eV/nm^3
chemical curvature f'': -3.7036 eV/nm^3
coherency term 2 eta^2 Y: 0.1348 eV/nm^3
total curvature g: -3.5688 eV/nm^3
mobility M: 4.4361e-07 nm^5/(eV s)
boundary wavenumber k_c: 3.6341 1/nm
fastest wavenumber k_m: 2.5697 1/nm
boundary wavelength: 1.7290 nm
fastest wavelength: 2.4451 nm
fastest growth rate: 5.2269e-06 1/s
amplitude e-folding time: 53.14 h
measured wavelength ratio, c0=0.5: 1.41421
measured wavelength ratio, c0=0.4: 1.41421
square root of two: 1.41421
relative growth R/R_m at 0.9 lambda_c: -1.1584
relative growth R/R_m at 1.2 lambda_c: 0.8488
relative growth R/R_m at 2 lambda_m: 0.4375
time run: winning mode number in box of 20 lambda_m: 20
time run: log amplitude gain after 10 e-folding times: 10.0000
fastest wavelength without coherency strain: 2.4002 nm
fastest wavelength if 10 K hotter: 2.5516 nm
lattice <100>: boundary 1.7090 nm, fastest 2.4311 nm, ratio 1.4226
lattice <110>: boundary 1.6882 nm, fastest 2.4169 nm, ratio 1.4317
lattice <111>: boundary 1.6813 nm, fastest 2.4121 nm, ratio 1.4347
coherent spinodal temperature: 895.4 K
input cooling rate: 10 K/s; activation energy: 2.9 eV
log amplitude growth bound during cooling: 2.39e-04
input solution temperature: 1300 K
distance to coherent spinodal in composition: 0.1848
initial rms fluctuation in unstable band: 0.0809
linear regime ends near: 0.279 e-folding times
linear regime ends near: 14.82 h
noisy peak wavelength at that time: 1.900 nm
noisy linear peak after 5 e-folding times: 2.395 nm
noisy linear peak after 20 e-folding times: 2.432 nm
done: every assertion held
```
